# Choosing the face polarization in Poisson solvers for isolated ferroelectric films

## The setting and the result

A continuum Poisson solver, used alone or coupled to an electronic-structure calculation, must turn a polarization profile into numbers on a mesh. The setting discussed here is the rule that assigns normal polarization and permittivity to cell faces. Two results govern the choice.

First, if each face stores one normal polarization, used with opposite signs by the two cells that share it, the total bound charge of an isolated body is zero on any mesh, whatever jumps the polarization has inside.

Second, this cancellation does not make the potential accurate. For a laterally uniform film without free charge, the potential at the mesh nodes is exact, apart from rounding, when the face between two nodes a distance $h$ apart carries

$$
\varepsilon_f=\frac{h}{\int dz/\varepsilon},\qquad
P_f=\frac{\varepsilon_f}{h}\int\frac{P}{\varepsilon}\,dz ,
\tag{1}
$$

with both integrals taken from node to node. The jumps may then lie anywhere.

SI equations are used, with $z$ along the film normal and

$$D=\varepsilon(z)E+P(z).\tag{2}$$

Here $P$ is the prescribed remanent polarization and $\varepsilon=\varepsilon_0\varepsilon_r$ describes the linear response around that state. The induced part $(\varepsilon-\varepsilon_0)E$ must not be included in $P$ as well. "Isolated" means that the outer faces lie in vacuum, the net free charge is zero and no field is applied.

## Why the bound charge cancels

Give every face $f$ an area $A_f$, a fixed normal and one stored normal polarization $P_f$. For cell $c$, let $s_{cf}=+1$ if that normal points out of the cell and $-1$ if it points in. Integrating $\rho_b=-\nabla\cdot\mathbf P$ over the cell and applying the divergence theorem gives

$$
Q_c=-\sum_{f\in c}s_{cf}A_fP_f .
\tag{3}
$$

Now sum over cells. An inner face belongs to two cells, and its normal leaves one and enters the other, so its terms are $-A_fP_f$ and $+A_fP_f$. They cancel, leaving

$$
\sum_cQ_c=-\sum_{f\ \mathrm{outer}}s_{cf}A_fP_f=0,
\tag{4}
$$

because $P_f=0$ on the outer faces. Smoothness was not used, nor was the accuracy of $P_f$. The same argument covers the total bound charge, whose face polarization is $P_f+(\varepsilon_f-\varepsilon_0)E_f$: on an outer face $\varepsilon_f=\varepsilon_0$, so this vanishes too.

In floating-point arithmetic the sum is in general zero only to rounding. It is zero bit for bit if the fluxes $A_fP_f$ are first rounded to integer multiples of a fixed power of two, provided all partial sums fit in the significand, since no addition then rounds.

A mesh of 602 irregular triangles tested this in two dimensions. A polarized island with an internal jump had cell charges up to 0.127 in the scaled units used, yet its total was zero. As a control, $\mathbf P=(1+x,0)$ filled the whole unit box. The outward flux is then $2$ on the right and $-1$ on the left, so equation (4) predicts a total of $-(2-1)=-1$, which was found. That body reaches the outer faces and is not isolated within the mesh.

## What happens when neutrality is lost

In one dimension, place potentials $\phi_i$ at nodes $z_0,\ldots,z_N$, with one cell around each node and one face between neighbours. The face field is $E_{i+1/2}=-(\phi_{i+1}-\phi_i)/h_{i+1/2}$, so

$$
D_{i+1/2}=-g_{i+1/2}(\phi_{i+1}-\phi_i)+P_{i+1/2},
\qquad g=\frac{\varepsilon_f}{h}.
\tag{5}
$$

Without free charge, Gauss's law for a cell is $D_{i+1/2}-D_{i-1/2}=0$. Inserting (5) and moving the polarization to the right gives

$$
g_{i-1/2}(\phi_i-\phi_{i-1})-g_{i+1/2}(\phi_{i+1}-\phi_i)
=-(P_{i+1/2}-P_{i-1/2})=Q_i .
\tag{6}
$$

At the outer boundary $D=0$. A charged sheet produces fields of equal size and opposite direction on its two sides, so the fields of a neutral set of sheets sum to zero outside it.

Summing (6) over all nodes makes the left side telescope to zero. A solution therefore requires $\sum_iQ_i=0$. This is also sufficient. The matrix is symmetric, and multiplying its homogeneous equations by $\phi_i$ and summing gives $\sum g(\Delta\phi)^2=0$, so its null vectors are constants. A symmetric system is solvable when its right side is orthogonal to the null vectors. The free constant is fixed by setting $\phi_0=0$ and omitting the row of node 0.

That omission can hide an error. Suppose another scheme leaves a total charge $Q$, with none at node 0. Summing the retained rows gives $g_{1/2}(\phi_1-\phi_0)=Q$. In vacuum $g_{1/2}=\varepsilon_0/h_{1/2}$, hence

$$
E_{1/2}=-Q/\varepsilon_0 .
\tag{7}
$$

The grounded node has silently supplied the missing charge.

An example is a scheme that multiplies the cell width by a three-point derivative of nodal polarizations. If $h_-$ and $h_+$ are the spacings on the two sides of a node, and $s_-$ and $s_+$ the corresponding slopes of $P$, the parabola through the three points has slope $(h_-s_++h_+s_-)/(h_-+h_+)$ at the middle point. The cell width is $(h_-+h_+)/2$, so

$$Q_i=-\tfrac12(h_-s_++h_+s_-).$$

Collect the two terms that contain the step $\Delta P_k$ across segment $k$. They come from the nodes at its ends, and the total is

$$
Q=-\frac12\sum_k\Delta P_k\,\frac{h_{k-1}+h_{k+1}}{h_k}.
\tag{8}
$$

On a uniform mesh the ratio is 2 and $Q=-\sum_k\Delta P_k=0$. On an irregular mesh the ratios generally differ and the steps no longer cancel.

## Why the averaged rule gives exact nodal potentials

With no free charge between two nodes, $D$ is constant there. From (2), $E=(D-P)/\varepsilon$, and integrating $d\phi/dz=-E$ gives

$$
\phi_{i+1}-\phi_i=S-DR,\qquad
R=\int\frac{dz}{\varepsilon},\quad S=\int\frac{P}{\varepsilon}\,dz .
\tag{9}
$$

Therefore $D=-(\phi_{i+1}-\phi_i)/R+S/R$. Comparison with (5) requires $\varepsilon_f/h=1/R$ and $P_f=S/R$, which is (1). The true nodal potentials thus satisfy the discrete equations, and these have one solution after grounding.

If $\varepsilon$ is constant in the segment, $P_f$ is the plain average of $P$. If $P$ is constant, $P_f=P$. When both jump, the low-permittivity part has the larger weight per unit length, because a given $D-P$ produces a larger field there.

The charges also have a clear meaning. Since $D=\varepsilon_0E+P_{\rm tot}$ and $D$ is constant in the segment, $D-\varepsilon_0E_f$ is the plain average of $P_{\rm tot}$ there. Let $\Lambda_i(z)$ be the hat function that is 1 at node $i$, falls linearly to 0 at its neighbours and vanishes beyond. Its slopes are $1/h_-$ and $-1/h_+$, so the difference of averages is

$$
Q_i^{\rm tot}=\int P_{\rm tot}\Lambda_i'\,dz
=-\int P_{\rm tot}'\Lambda_i\,dz
=\int\rho_{\rm tot}\Lambda_i\,dz .
\tag{10}
$$

A charge sheet at distances $a$ and $b$ from its left and right nodes is shared in the fractions $b/h$ and $a/h$. Because $\sum_i\Lambda_i=1$ and $\sum_iz_i\Lambda_i=z$, both total charge and dipole moment are preserved.

Exactness at the nodes is a one-dimensional result. In two or three dimensions the normal component of $D$ can vary between nodes, and (9) no longer closes. The cancellation (4) survives, but accuracy must be established by refining the mesh.

## A bare bilayer as a numerical case

Take a 20 nm film with its bottom at $z=0$:

- lower layer: 12 nm, $P_1=26\ \mu\mathrm{C/cm^2}$, $\varepsilon_{r1}=100$;
- upper layer: 8 nm, $P_2=24\ \mu\mathrm{C/cm^2}$, $\varepsilon_{r2}=200$.

The mesh runs from $-6$ to 26 nm. In these units $\varepsilon_0=0.8854\ (\mu\mathrm{C/cm^2})/(\mathrm{V/nm})$, and 1 V/nm is 10 MV/cm. Since $D=0$ outside and is continuous, $E_i=-P_i/(\varepsilon_0\varepsilon_{ri})$:

$$
E_1=-\frac{26}{88.54}=-0.294\ \mathrm{V/nm},\qquad
E_2=-\frac{24}{177.1}=-0.136\ \mathrm{V/nm},
$$

or $-2.94$ and $-1.36$ MV/cm. The voltage, top minus bottom, is $0.2937\times12+0.1355\times8=4.61$ V.

On an irregular mesh of 64 segments the averaged rule reproduced the layer potential at every node to about $3\times10^{-12}$ V. A graded profile with an internal jump gave an error of similar size. As a separate test, the nodal total charges were inserted in Coulomb's law for sheets in vacuum, $\phi(z)=-\sum_jQ_j^{\rm tot}|z-z_j|/(2\varepsilon_0)$. The result agreed with the solver to about $10^{-11}$ V after the constant was matched.

The interface at 12 nm lay between nodes at 11.9102 and 12.4609 nm, so $a=0.0898$ nm and $b=0.4609$ nm. Equation (1) gives

$$
P_f=\frac{26(0.0898/100)+24(0.4609/200)}{0.0898/100+0.4609/200}
=24.56\ \mu\mathrm{C/cm^2}.
$$

The total charge sheet there is $\varepsilon_0(E_2-E_1)=0.140\ \mu\mathrm{C/cm^2}$. Its nodal shares are $0.140\times0.4609/0.5507=0.117$ and $0.023\ \mu\mathrm{C/cm^2}$, as found.

The gradient scheme on the same mesh left $-11.93\ \mu\mathrm{C/cm^2}$. By (7) its false field in the vacuum below the film, on the side of the grounded node, is $11.93/0.8854=13.5$ V/nm, or 135 MV/cm, where the true field is zero.

## What midpoint sampling costs

A face lying on a jump has no unique normal polarization, and a nearby face knows nothing of where the jump is. Suppose $P$ is sampled at the segment midpoint while $\varepsilon_f$ keeps its averaged value. Let the segment contain one jump, with the midpoint in material $A$ of length $a$ and the shorter part in material $B$ of length $b$. For the bare film $D=0$, so the solver's potential step is $RP_A$, and its error is

$$
\left(\frac a{\varepsilon_A}+\frac b{\varepsilon_B}\right)P_A
-\left(\frac{aP_A}{\varepsilon_A}+\frac{bP_B}{\varepsilon_B}\right)
=\frac{b(P_A-P_B)}{\varepsilon_B}.
\tag{11}
$$

This is first order in $h$ when the jump stays at a fixed fraction of its segment. It is large when $B$ is vacuum, because film polarization has been assigned to a gap of permittivity $\varepsilon_0$.

On a uniform mesh of 45 segments, $h=0.711$ nm. Both film surfaces leave a short vacuum part $b=0.4375h=0.311$ nm, while the interface leaves $b=0.3125h=0.222$ nm on its lower side. The error is

$$
\frac{0.3111\times26}{0.8854}
+\frac{0.3111\times24}{0.8854}
+\frac{0.2222(24-26)}{88.54}
=17.56\ \mathrm V,
$$

nearly four times the true voltage. With 189 and 765 segments, chosen to keep the same fractions, it falls to 4.18 and 1.03 V. The last is still 22% of the true voltage. The averaged rule stayed within $10^{-9}$ V on all three meshes. Every one of these calculations has zero total bound charge, so neutrality cannot reveal the fault.

Much of this error comes from mixing two rules. If $\varepsilon$ is sampled at the midpoint as well, the bare-film step is $hP_A/\varepsilon_A$. Subtracting the true step, with $h=a+b$, leaves

$$
b\left(\frac{P_A}{\varepsilon_A}-\frac{P_B}{\varepsilon_B}\right).
\tag{12}
$$

For the 45-segment mesh this formula gives $0.091+0.042-0.035\approx0.10$ V, about 2% of the voltage. Consistent sampling is therefore much less harmful here, though still first order.

Placing nodes on all jumps removes both errors for uniform layers; the first rule then reached rounding level in the calculation. For a smooth profile within a layer of constant $\varepsilon$, expansion about the midpoint gives $\int P\,dz=hP_m+h^3P_m''/24+\cdots$. The leading error per segment is then $-h^3P_m''/(24\varepsilon)$, which adds up to second order in $h$ across the film.

## Periodic boundaries are a different problem

Neutrality also fails to distinguish an isolated film from a periodic stack. Periodicity forces the potential to return to its value after one cell. Summing (9) over the cell gives $0=S_{\rm cell}-DR_{\rm cell}$, hence $D=S_{\rm cell}/R_{\rm cell}$ rather than zero.

For the bare film $S_{\rm cell}=4.608$ V. With 12 nm of vacuum, $\varepsilon_0R_{\rm cell}=12+12/100+8/200=12.16$ nm. The vacuum field is $D/\varepsilon_0=4.608/12.16=0.379$ V/nm, or 3.8 MV/cm. It decreases as the vacuum is widened, but only as the inverse of the length $\varepsilon_0R_{\rm cell}$. An isolated film therefore needs the zero-$D$ boundary condition or an equivalent dipole correction.

## Adding surface screening

Let free charge $+\sigma$ lie on the bottom surface and $-\sigma$ on the top. Define an auxiliary polarization $\Pi=-\sigma$ inside the film and zero outside. Its charge $-d\Pi/dz$ is $+\sigma$ at the bottom and $-\sigma$ at the top, as required. Replacing $P$ by $P+\Pi$ therefore leaves the solver and its exactness unchanged, even when the surfaces fall between nodes. The fields and voltage become

$$
E_i=\frac{\sigma-P_i}{\varepsilon_i},\qquad
V=-\sum_iE_id_i=\sum_i\frac{(P_i-\sigma)d_i}{\varepsilon_i}.
\tag{13}
$$

Assume that charge passes between the surfaces until $V=0$, with no built-in voltage from unlike surfaces. Then

$$
\sigma=\frac{\sum_iP_id_i/\varepsilon_i}{\sum_id_i/\varepsilon_i}
=\frac{26(0.12)+24(0.04)}{0.16}=25.5\ \mu\mathrm{C/cm^2}.
\tag{14}
$$

For uniform $P$ this would give $\sigma=P$ and no field. Here zero voltage leaves opposite layer fields:

$$
E_1=-0.5/88.54\ \mathrm{V/nm}=-0.056\ \mathrm{MV/cm},\qquad
E_2=1.5/177.1\ \mathrm{V/nm}=0.085\ \mathrm{MV/cm}.
$$

The induced polarizations are $-0.495$ and $1.493\ \mu\mathrm{C/cm^2}$, so the total polarizations are 25.505 and 25.493. The prescribed step of 2 has shrunk to $0.0125\ \mu\mathrm{C/cm^2}$. The two layers respond until little bound charge remains at their interface.

## How far the film model can be trusted

To judge the linear response, each layer was given the quartic double well $E=-\alpha P+\beta P^3$, where $P$ now denotes the full polarization. Zero field at remanence $P_r$ requires $\alpha=\beta P_r^2$. The slope there is $-\alpha+3\beta P_r^2=2\alpha$, which must equal $1/[\varepsilon_0(\varepsilon_r-1)]$. Hence $\alpha=1/[2\varepsilon_0(\varepsilon_r-1)]$.

For the bare film, $D=0$ means $E=-P/\varepsilon_0$, and therefore

$$P(\beta P^2-\alpha+1/\varepsilon_0)=0.$$

Since $\varepsilon_0\alpha$ is about 0.005 and 0.0025 in the two layers, the bracket is positive and $P=0$ is the one real solution. Within this model a bare, uniformly polarized layer cannot persist. The bare bilayer is a test of the solver, not a prediction of a physical state.

For the screened film, the double well at zero voltage changes the fields to $-0.060$ and $0.090$ MV/cm, 5.8% larger in magnitude than the linear values. The surface charge becomes $25.45\ \mu\mathrm{C/cm^2}$. Setting $dE/dP=0$ gives $P=P_r/\sqrt3$ and a coercive field $2\alpha P_r/(3\sqrt3)$, which is 0.57 MV/cm in the lower layer. The opposing field there is about a tenth of this. That coercive field is the intrinsic one for uniform switching. Real films switch by domain nucleation and growth at lower fields, so the margin holds only within the model. In the upper layer the field supports the polarization.

These small fields require the free charge to lie exactly on the film surfaces. In a real electrode it is spread over a short depth, which acts like a vacuum gap of effective width $\lambda$ on each side and adds $2\lambda/\varepsilon_0$ to the denominator of (14). Even $\lambda=0.01$ nm lowers $\sigma$ to $22.7\ \mu\mathrm{C/cm^2}$ and changes the linear fields to $-0.38$ and $-0.075$ MV/cm, so that both oppose the polarization. With the double well the values are $22.1\ \mu\mathrm{C/cm^2}$, $-0.35$ and $-0.097$ MV/cm, and at $\lambda=0.05$ nm no polarized state remains. The screened values above are therefore an ideal limit, not an estimate for a film with real electrodes.

Finite width matters little near the centre of a disc of radius $R=1000$ nm, if the sheet charges are taken to keep their infinite-film values. On the axis, at height $d\ll R$, a sheet of charge $q$ gives the field $(q/2\varepsilon_0)(1-d/R)$. For neutral sheets the first terms cancel and the second sum to $V/(2R)$. The bare film thus has an outside field of 0.023 MV/cm, 0.8% of the field in its lower layer. At zero voltage this leading term vanishes. Near the rim the outside field of the bare film is larger: with the same sheet charges, at 6 nm above the top surface and 20 to 10 nm in from the edge, its normal component is about 0.23 MV/cm and its in-plane component rises from 0.17 to 0.31 MV/cm, so the magnitude is 0.29 to 0.38 MV/cm. These rim values are only indicative, because an in-plane field would polarize the film and move the charges assumed fixed.

The parameters are rough values in the range of barium titanate for the lower layer and barium strontium titanate for the upper. A polarization of $24\ \mu\mathrm{C/cm^2}$ is high for the latter at room temperature unless the strontium content is small or the film is strained. Bare-film fields exceed a rough breakdown value of 2 MV/cm in the lower layer, and 4.6 V exceeds the voltage equivalent of a rough 3 eV gap. Real films can form domains or gather charge instead. Mobile carriers, also omitted, could change the screened case strongly if enough are available, since each layer drops 0.068 V, 2.6 times the thermal voltage at 300 K. In the limit where electrons supplied by the electrodes place $-2\ \mu\mathrm{C/cm^2}$ at the interface, the bottom and top surface charges become $+26$ and $-24\ \mu\mathrm{C/cm^2}$ and both fields vanish. This takes about $1.2\times10^{13}$ electrons per $\mathrm{cm^2}$, or $6\times10^{18}\ \mathrm{cm^{-3}}$ averaged over the film. Electrons released by donors spread through the film would not have the same effect, because the positive donors stay behind and fields remain. Temperature matters too. With a rough pyroelectric loss of $0.02\ \mu\mathrm{C/cm^2}$ per kelvin, frozen surface charge and unchanged permittivities, heating by 10 K changes the voltage from zero to $-0.2\times0.16/0.8854=-0.036$ V.

## Choosing the setting

- Store one polarization flux per face and form cell charges from differences. This secures neutrality on irregular meshes.
- For layered films, use (1) for both permittivity and polarization. If the solver offers midpoint values instead, put nodes on every surface and interface.
- Do not combine averaged permittivity with sampled polarization in a segment cut by a film surface.
- Check the voltage under mesh shifts as well as refinement, using several shifts spread over a full node spacing. This can expose errors that the total charge cannot show. One small shift is not enough: the vacuum part $b$ in (11) can grow at one film surface while it shrinks at the other, leaving the summed error almost unchanged.
- Choose the electrical boundary condition separately: zero outer $D$ for an isolated film, with neutral surface charge added if screening is intended.

The main computed values are in the numerical output below.

## Table of computed values

```
INPUTS (rough typical values)
layer thicknesses: 12.0, 8.0 nm
remanent P: 26.0, 24.0 uC/cm2
relative permittivities: 100, 200
breakdown field, rough: 2.0 MV/cm
band gap, rough: 3.0 eV
eps0: 0.885419 (uC/cm2)/(V/nm)
BARE FILM, IRREGULAR MESH OF 64 SEGMENTS
smallest, largest spacing: 0.240, 0.748 nm
fields: -2.9365, -1.3553 MV/cm
voltage, top minus bottom: 4.6080 V
largest nodal error: 3.1e-12 V
Coulomb-sum disagreement: 1.4e-11 V
graded-profile error: 2.9e-12 V
prescribed bound charge, float sum: 0.0e+00 uC/cm2
same, fixed binary grid: 0.0 uC/cm2
total sheets bottom, middle, top: -0.2600, 0.1400, 0.1200 uC/cm2
nodes around middle jump: 11.9102, 12.4609 nm
stored P on that face: 24.5609 uC/cm2
total charge on nodes: 0.1172, 0.0228 uC/cm2
FAULTY OR LESS ACCURATE RULES
gradient scheme leftover charge: -11.9339 uC/cm2
its false vacuum field: 134.782 MV/cm
midpoint sampling voltage error: 2.7483 V
midpoint error, nodes on jumps: 2.3e-12 V
45 segments, h=0.7111 nm: midpoint error 17.5636 V, averaged -4.1e-12 V
189 segments, h=0.1693 nm: midpoint error 4.1818 V, averaged -1.3e-10 V
765 segments, h=0.0418 nm: midpoint error 1.0332 V, averaged 3.2e-10 V
TRIANGULAR MESH (unit box, unit polarization scale)
triangles: 602
island total, largest cell charge: 0.0, 0.1271
non-isolated control total: -1.000000
SCREENED FILM, ZERO VOLTAGE
bottom free charge: 25.5000 uC/cm2
equivalent carrier density: 1.592e+14 cm^-2
fields: -0.05647, 0.08471 MV/cm
voltage magnitude per layer: 0.06776 V
induced P: -0.4950, 1.4925 uC/cm2
total P: 25.5050, 25.4925 uC/cm2
remaining middle bound charge: 0.01250 uC/cm2
NEGLECTED EFFECTS
nonlinear fields: -0.05976, 0.08964 MV/cm
nonlinear surface charge: 25.4541 uC/cm2
nonlinear change of fields: 5.83 percent
double-well coercive fields: 0.571, 0.262 MV/cm
thermal voltage at 300 K: 0.02585 V
disc radius: 1000 nm
bare disc outside field: 0.02303 MV/cm
pyroelectric magnitude, rough: 0.020 uC/cm2/K
voltage after 10 K heating, frozen charge: -0.03614 V
```
